# Free-electron density matrix in d dimensions: Bessel form and power-law decay

Electrons without mutual interaction fill $d$-dimensional space uniformly at zero temperature, with $d=1,2,3,\dots$. Their orbitals in a periodic box of side $L$ are $L^{-d/2}e^{i\mathbf k\cdot\mathbf r}$, and every state with $|\mathbf k|<k_F$ holds $g=2$ electrons, one per spin. Hartree atomic units are used, so lengths are in bohr.

The spin-summed density matrix is the sum of $\phi_{\mathbf k}(\mathbf r_1)\phi^*_{\mathbf k}(\mathbf r_2)$ over occupied states. For $L\to\infty$ the sum over $\mathbf k$ becomes $L^d\int d^dk/(2\pi)^d$, the box volume cancels, and with $\mathbf r=\mathbf r_1-\mathbf r_2$

$$\gamma(\mathbf r)=g\int_{|\mathbf k|<k_F}\frac{d^dk}{(2\pi)^d}\,e^{i\mathbf k\cdot\mathbf r}. \qquad (1)$$

The ball is isotropic, so $\gamma$ depends on $r=|\mathbf r|$ alone. Write $\hat{\mathbf r}=\mathbf r/r$ and $x=k_Fr$. A method that saves cost by discarding $\gamma$ beyond some distance depends on how fast $\gamma$ decays.

## (a) Closed form

**Evaluate (1) for any $d$. Check the limit $r\to0$ and the cases $d=1$ and $d=3$.**

Split $\mathbf k$ into a component $k_\parallel$ along $\hat{\mathbf r}$ and $d-1$ components across it. The exponential depends on $k_\parallel$ only. At fixed $k_\parallel$ the transverse components fill a ball of radius $(k_F^2-k_\parallel^2)^{1/2}$ in $d-1$ dimensions. The unit ball there has volume $V_{d-1}=\pi^{(d-1)/2}/\Gamma(\frac{d+1}2)$, with $V_0=1$. Setting $k_\parallel=k_Ft$ gives

$$\gamma=\frac{g\,k_F^dV_{d-1}}{(2\pi)^d}\,I(x),\qquad I(x)=\int_{-1}^1(1-t^2)^{(d-1)/2}e^{ixt}\,dt. \qquad (2)$$

Expand the exponential; its series converges uniformly on $[-1,1]$. Odd powers of $t$ integrate to zero. For even powers, $s=t^2$ produces a beta integral:

$$\int_{-1}^1t^{2m}(1-t^2)^{(d-1)/2}dt=\int_0^1s^{m-1/2}(1-s)^{(d-1)/2}ds=\frac{\Gamma(m+\frac12)\,\Gamma(\frac{d+1}2)}{\Gamma(m+\frac d2+1)}.$$

This multiplies $(-1)^mx^{2m}/(2m)!$. The duplication formula $(2m)!=2^{2m}m!\,\Gamma(m+\frac12)/\sqrt\pi$ cancels $\Gamma(m+\frac12)$, so

$$I(x)=\sqrt\pi\,\Gamma\!\left(\tfrac{d+1}2\right)\sum_{m=0}^\infty\frac{(-1)^m(x/2)^{2m}}{m!\,\Gamma(m+\frac d2+1)}.$$

The Bessel function is defined by $J_\nu(x)=\sum_m(-1)^m(x/2)^{2m+\nu}/[m!\,\Gamma(m+\nu+1)]$. The sum is therefore $(2/x)^{d/2}J_{d/2}(x)$. Since $V_{d-1}\sqrt\pi\,\Gamma(\frac{d+1}2)=\pi^{d/2}$,

$$\gamma=\frac{g\,k_F^d}{(2\pi)^d}\left(\frac{2\pi}{k_Fr}\right)^{d/2}J_{d/2}(k_Fr)
=g\left(\frac{k_F}{2\pi r}\right)^{d/2}J_{d/2}(k_Fr). \qquad (3)$$

As $r\to0$ only the term $m=0$ survives, and $\gamma$ becomes the electron density

$$n=\frac{g\,k_F^d}{2^d\pi^{d/2}\,\Gamma(\frac d2+1)}. \qquad (4)$$

For $d=1$, $I=2\sin x/x$ and $\gamma=g\sin(k_Fr)/(\pi r)$. For $d=3$, integrating (2) by parts twice gives $I=4(\sin x-x\cos x)/x^3$. With $V_2=\pi$ this is

$$\gamma=\frac{g\,k_F^3}{2\pi^2}\,\frac{\sin x-x\cos x}{x^3}.$$

## (b) From the Fermi ball to the Fermi surface

**Rewrite (1) as an integral over the Fermi surface alone.**

Consider the vector field $\hat{\mathbf r}\,e^{i\mathbf k\cdot\mathbf r}$ in $\mathbf k$ space. Its divergence is $i(\hat{\mathbf r}\cdot\mathbf r)e^{i\mathbf k\cdot\mathbf r}=ir\,e^{i\mathbf k\cdot\mathbf r}$. The divergence theorem, with $\hat{\mathbf n}$ the outward normal, gives for $r>0$

$$\int_{|\mathbf k|<k_F}e^{i\mathbf k\cdot\mathbf r}d^dk=\frac1{ir}\oint(\hat{\mathbf n}\cdot\hat{\mathbf r})\,e^{i\mathbf k\cdot\mathbf r}\,dS. \qquad (5)$$

No approximation has been made. For $d=1$ the surface is the pair of points $\pm k_F$ with normals $\pm1$, and the right side is $(e^{ix}-e^{-ix})/(ir)=2\sin x/r$, as in (a).

The factor $1/r$ comes from the jump of the occupation at $k_F$. If the step is replaced by a smooth occupation $f(\mathbf k)$ whose derivatives are all integrable, as at nonzero temperature, $N$ integrations by parts along $\hat{\mathbf r}$ give

$$\left|\int f\,e^{i\mathbf k\cdot\mathbf r}d^dk\right|\le\frac1{r^N}\int\left|(\hat{\mathbf r}\cdot\nabla_{\mathbf k})^Nf\right|d^dk$$

for every $N$. The decay is then faster than any power of $1/r$. The power law derived below therefore belongs to the sharp Fermi surface at zero temperature.

## (c) Stationary phase

**For $k_Fr\gg1$, find the leading form of $\gamma$ and the power of $r$ that governs its envelope, meaning the amplitude that multiplies the oscillation.**

On the sphere the phase $\mathbf k\cdot\mathbf r$ is stationary where the normal is parallel to $\mathbf r$, that is, at $\mathbf k=\pm k_F\hat{\mathbf r}$. Elsewhere the phase runs along the surface and neighbouring contributions cancel; part (e) makes this quantitative.

Take $d\ge2$ and let $\mathbf u$ be the $d-1$ transverse components of $\mathbf k$. Near $+k_F\hat{\mathbf r}$,

$$\mathbf k\cdot\mathbf r=r\sqrt{k_F^2-u^2}\simeq k_Fr-\frac{r\,u^2}{2k_F}.$$

The projected surface element is $(\hat{\mathbf n}\cdot\hat{\mathbf r})\,dS=d^{d-1}u$. Each transverse direction contributes a Fresnel integral. It follows from $\int e^{-au^2}du=\sqrt{\pi/a}$ continued to $a=ir/(2k_F)$, with $1/\sqrt i=e^{-i\pi/4}$:

$$\int_{-\infty}^{\infty}e^{-iru^2/(2k_F)}du=\left(\frac{2\pi k_F}r\right)^{1/2}e^{-i\pi/4}.$$

The limits may be extended to infinity at leading order because the important range is $u\sim(k_F/r)^{1/2}$, a fraction $x^{-1/2}$ of $k_F$. The point $+k_F\hat{\mathbf r}$ thus gives the surface integral the amount

$$\left(\frac{2\pi k_F}r\right)^{(d-1)/2}e^{i[x-(d-1)\pi/4]}.$$

At $-k_F\hat{\mathbf r}$ the phase has the opposite sign, which gives the complex conjugate, and $\hat{\mathbf n}\cdot\hat{\mathbf r}=-1$ supplies a minus sign. The two points add up to $2i\sin[x-(d-1)\pi/4]$ times the common factor. Inserting this in (5) and multiplying by $g/(2\pi)^d$,

$$\gamma\simeq\frac g{(2\pi)^d}\,\frac2r\left(\frac{2\pi k_F}r\right)^{(d-1)/2}\sin\!\left[x-\frac{(d-1)\pi}4\right].$$

The powers of $2\pi$ combine to $(d-1)/2-d=-(d+1)/2$, and those of $r$ to $-1-(d-1)/2=-(d+1)/2$. With $\sin\alpha=\cos(\alpha-\pi/2)$,

$$\gamma\simeq A\,r^{-(d+1)/2}\cos\chi,\quad A=\frac{2g\,k_F^{(d-1)/2}}{(2\pi)^{(d+1)/2}},\quad\chi=k_Fr-\frac{(d+1)\pi}4. \qquad (6)$$

The envelope falls as $r^{-(d+1)/2}$. The jump supplies $r^{-1}$, and each of the $d-1$ curved directions supplies $r^{-1/2}$, because the patch that adds in phase shrinks as $r^{-1/2}$ along it. For $d=1$ there are no transverse directions and (6) reproduces the result of (a).

## (d) The error of the leading form

**Find the first correction to (6) and the order of what remains.**

Return to $I(x)$ in (2) and set $p=(d-1)/2$. In the strip $|{\rm Re}\,t|<1$, ${\rm Im}\,t>0$, both $1-t$ and $1+t$ have positive real part, so $(1-t)^p(1+t)^p$ with principal powers is analytic there. The path from $-1$ to $1$ can be replaced by one that goes up from $-1$ to height $H$, across, and down to $1$. The horizontal piece carries $e^{-xH}$ against a power of $H$ and vanishes as $H\to\infty$. Two vertical lines remain.

On the right-hand line $t=1+iu$, so $1-t^2=(-iu)(2+iu)=-2iu(1+iu/2)$. It is traversed downwards, which gives $dt=-i\,du$ for $u$ from $0$ to $\infty$:

$$I_+=-i(-2i)^pe^{ix}\int_0^\infty u^p\left(1+\frac{iu}2\right)^pe^{-xu}\,du.$$

On the left-hand line $t=-1+iu$, $1-t^2=2iu(1-iu/2)$ and $dt=+i\,du$, which gives the complex conjugate. Hence $I=2\,{\rm Re}\,I_+$.

The factor $e^{-xu}$ confines $u$ to about $1/x$, so expand

$$\left(1+\frac{iu}2\right)^p=1+\frac{ipu}2+\rho(u),\qquad|\rho(u)|\le C\,u^2(1+u)^p,$$

where $C$ depends on $p$ only; the bound follows from Taylor's formula with the second derivative as remainder. Using $\int_0^\infty u^pe^{-xu}du=\Gamma(p+1)/x^{p+1}$, and the same formula with $p+1$ in place of $p$,

$$\int_0^\infty u^p\left(1+\frac{iu}2\right)^pe^{-xu}du=\frac{\Gamma(p+1)}{x^{p+1}}\left[1+\frac{ip(p+1)}{2x}+O(x^{-2})\right].$$

Here $p(p+1)/2=(d^2-1)/8$. The prefactor is $-i(-2i)^p=2^pe^{-i\pi(p+1)/2}=2^pe^{-i(d+1)\pi/4}$, which turns $e^{ix}$ into $e^{i\chi}$. Taking twice the real part,

$$I=\Gamma\!\left(\tfrac{d+1}2\right)\left(\frac2x\right)^{(d+1)/2}\left[\cos\chi-\frac{d^2-1}{8x}\sin\chi+O(x^{-2})\right].$$

Multiply by the prefactor in (2), where $V_{d-1}\Gamma(\frac{d+1}2)=\pi^{(d-1)/2}$. The constants reduce to the $A$ of (6):

$$\gamma=A\,r^{-(d+1)/2}\left[\cos\chi-\frac{d^2-1}{8k_Fr}\sin\chi+O\big((k_Fr)^{-2}\big)\right]. \qquad (7)$$

This confirms the stationary-phase result by a separate route and fixes the meaning of the envelope. At the distances where $|\cos\chi|=1$, $|\gamma|\,r^{(d+1)/2}$ tends to $A$, so no faster power can bound the peaks. Near its zeros $|\gamma|$ is of course much smaller. For $d=1$ ($p=0$) the first term is the whole answer, and for $d=3$ ($p=1$) the expansion ends after two terms, so $\rho=0$.

For $d\ge2$ the leading form (6) needs $k_Fr\gg1$, and more strongly so as $d$ grows, because its first correction, relative to the envelope, has amplitude $(d^2-1)/(8k_Fr)$.

## (e) What the rest of the surface and the curvature do

**How much does the Fermi surface away from the stationary points contribute? What happens if the curvature vanishes at those points?**

For $d\ge2$ let $t=\hat{\mathbf n}\cdot\hat{\mathbf r}$. The area of the sphere between $t$ and $t+dt$ is proportional to $(1-t^2)^{(d-3)/2}dt$. Weight the surface with a smooth function $w(t)$ that vanishes for $|t|\ge0.9$. This belt contributes an integral $\int h(t)e^{ixt}dt$, where $h=t\,w\,(1-t^2)^{(d-3)/2}$ is smooth and vanishes with all its derivatives at the ends. Integrating by parts $N$ times,

$$\left|\int h\,e^{ixt}dt\right|\le x^{-N}\int|h^{(N)}|\,dt\qquad\text{for every }N.$$

The belt therefore decays faster than any power. For $d=3$, with $w(t)=\exp\{1-1/[1-(t/0.9)^2]\}$ for $|t|<0.9$, the area of the belt, weighted by $w$, is 54% of the total area of the sphere. The ratio of its peak contribution to that of the full surface integral is $3.8\times10^{-3}$ near $x=63$ and $2.2\times10^{-5}$ near $x=188$.

To see the effect of curvature, take $d=2$ and replace the circle by the surface $k_x^4+k_y^4=k_F^4$, with $\mathbf r$ along $x$. Equation (5) holds for this surface too. Near $(k_F,0)$, with $u=k_y$,

$$k_x=k_F\left(1-\frac{u^4}{k_F^4}\right)^{1/4}\simeq k_F-\frac{u^4}{4k_F^3}.$$

There is no quadratic term. From $\int_{-\infty}^\infty e^{-au^4}du=2\Gamma(\frac54)a^{-1/4}$ with $a=ir/(4k_F^3)$,

$$\int_{-\infty}^\infty e^{-iru^4/(4k_F^3)}du=2\,\Gamma\!\left(\tfrac54\right)\left(\frac{4k_F^3}r\right)^{1/4}e^{-i\pi/8}.$$

The transverse direction now supplies $r^{-1/4}$, and the envelope along $x$ falls as $r^{-5/4}$ instead of $r^{-3/2}$. The exponent measured from the computed peaks is $-1.2498$. The law $r^{-(d+1)/2}$ thus rests on the jump and on nonzero curvature where the normal is parallel to $\mathbf r$; the sphere has that curvature in every direction.

## (f) The cost of truncation

**What share of $\int|\gamma|^2d^dr$ lies beyond a large radius $R$? At what distance has the envelope fallen to a fraction $\varepsilon$ of the density?**

By (1), $\gamma$ is the Fourier transform of an occupation equal to $g$ inside the ball and $0$ outside. Parseval's theorem gives

$$\int|\gamma|^2d^dr=\int_{|\mathbf k|<k_F}\frac{d^dk}{(2\pi)^d}\,g^2=g\,n,$$

which is the diagonal part of the idempotency relation $\gamma^2=g\gamma$. The share beyond $R$ therefore measures how badly a truncated matrix violates idempotency on its diagonal.

The unit sphere has area $S_d=2\pi^{d/2}/\Gamma(\frac d2)$. With (7), the integral beyond $R$ is, at leading order,

$$S_dA^2\int_R^\infty r^{d-1}\,r^{-(d+1)}\cos^2\chi\,dr=S_dA^2\int_R^\infty\frac{\cos^2\chi}{r^2}\,dr\simeq\frac{S_dA^2}{2R}.$$

Here $\cos^2\chi=\frac12+\frac12\cos2\chi$. The oscillating half, integrated by parts, and the correction in (7) are both smaller by at least a factor of order $1/(k_FR)$. Dividing by $gn$ from (4),

$$\frac{S_dA^2}{2R\,gn}=\frac1{2R}\cdot\frac{8\pi^{d/2}k_F^{d-1}}{\Gamma(\frac d2)(2\pi)^{d+1}}\cdot\frac{2^d\pi^{d/2}\Gamma(\frac d2+1)}{k_F^d}=\frac d{\pi k_FR}, \qquad (8)$$

because $2^d\pi^d=(2\pi)^d$ and $\Gamma(\frac d2+1)/\Gamma(\frac d2)=\frac d2$. The share falls as $1/R$ in every dimension: the faster decay of $|\gamma|^2$ is offset by the growth of the shell, $r^{d-1}$.

Setting $A\,r^{-(d+1)/2}=\varepsilon n$ gives the second distance,

$$r_\varepsilon=\left(\frac A{\varepsilon n}\right)^{2/(d+1)}. \qquad (9)$$

## (g) Numbers

**Take $k_F=0.5$ bohr$^{-1}$. Evaluate $\gamma$ at $r=40$ bohr, $r_\varepsilon$ for $\varepsilon=10^{-3}$, and the share lost by a cutoff at $R=200$ bohr.**

Here $k_Fr=20$. For $d=3$, (6) gives $A=2\cdot2\cdot0.5/(2\pi)^2=0.05066$ bohr$^{-1}$. The envelope is $0.05066/40^2=3.166\times10^{-5}$ bohr$^{-3}$. The values of $\gamma$, in bohr$^{-d}$, are:

| $d$ | one term | two terms | direct integral |
|---|---|---|---|
| 1 | $1.4530\times10^{-2}$ | $1.4530\times10^{-2}$ | $1.4530\times10^{-2}$ |
| 2 | $2.534\times10^{-4}$ | $2.659\times10^{-4}$ | $2.659\times10^{-4}$ |
| 3 | $-1.292\times10^{-5}$ | $-1.148\times10^{-5}$ | $-1.148\times10^{-5}$ |

For $d=3$ the one-term form misses by 13% of the value of $\gamma$, but by only 5% of the envelope, since $\cos\chi$ is well below 1 in magnitude at this distance. The second term removes the error, as (d) requires.

The exponents measured between two distant peaks are $-0.9999$, $-1.4998$ and $-1.9997$ for $d=1,2,3$, against $-1$, $-\frac32$ and $-2$ from (6).

For $d=3$ the density is $n=4.222\times10^{-3}$ bohr$^{-3}$, and (9) gives $r_\varepsilon=[0.05066/(10^{-3}\cdot4.222\times10^{-3})]^{1/2}=109.5$ bohr, or 5.80 nm. For $d=2$ it is 273.1 bohr (14.45 nm), and for $d=1$ it is 2000 bohr (105.84 nm).

At $R=200$ bohr, $k_FR=100$ and (8) gives $d/(100\pi)$, which is 0.32%, 0.64% and 0.95% for $d=1,2,3$. Direct integration gives 0.32%, 0.64% and 0.96%. The two measures order the dimensions oppositely. Among $d=1,2,3$ at this $k_F$ and $\varepsilon$, single matrix elements, relative to $n$, become small soonest in three dimensions, yet the share lost at a given $R$ is largest there, because of the factor $d$ in (8). That factor is $k_F$ times the ratio of the Fermi sphere's area $S_dk_F^{d-1}$ to the volume $S_dk_F^d/d$ of the ball it encloses.

By (8), halving the lost share requires doubling $R$, which multiplies the number of retained elements per site by $2^d$. For this model at zero temperature, a sharp cutoff in real space converges slowly in the mean-square measure (8), and not uniformly over the states. The truncated matrix has occupations $f_R(\mathbf k)=\int_{r<R}\gamma\,e^{-i\mathbf k\cdot\mathbf r}d^dr$, a continuous function of $\mathbf k$ that passes through $g/2$ near $k_F$, so the largest value of $|f_R^2-gf_R|$ stays at $g^2/4$ or more however large $R$ is. For $d=3$ the closed form in (a) gives $f_R(0)=\frac{2g}\pi\int_0^{k_FR}\left(\frac{\sin x}x-\cos x\right)dx=\frac{2g}\pi[{\rm Si}(k_FR)-\sin(k_FR)]$, which keeps oscillating between about $g(1-2/\pi)$ and $g(1+2/\pi)$ as $R\to\infty$. The numerical check compares (3) and (5) with direct integration over the Fermi ball for $d=1$ to $4$, and tests (7) and (8) in the same dimensions.

## Calculated quantities

```
k_F = 0.5 bohr^-1, spin factor = 2
example distance r = 40 bohr, k_F r = 20
cutoff R = 200 bohr, k_F R = 100
ball quadrature vs other forms, max error/n = 1.2e-14
max x^2*|remainder after two terms| = 0.820
d=1: density n = 3.183099e-01 bohr^-1
d=1: amplitude A = 6.366198e-01 bohr^(0.0)
d=1: envelope at r = 1.591549e-02 bohr^-1
d=1: gamma(r) exact = 1.452997e-02 bohr^-1
d=1: gamma(r) one term = 1.452997e-02 bohr^-1
d=1: gamma(r) two terms = 1.452997e-02 bohr^-1
d=1: measured peak exponent = -0.9999
d=1: last peak / envelope = 0.99999
d=1: envelope = 1e-03 n at 2000.0 bohr = 105.84 nm
d=1: share of int gamma^2 beyond R = 0.003169
d=1: d/(pi k_F R) = 0.003183
d=2: density n = 3.978874e-02 bohr^-2
d=2: amplitude A = 1.795871e-01 bohr^(-0.5)
d=2: envelope at r = 7.098804e-04 bohr^-2
d=2: gamma(r) exact = 2.659206e-04 bohr^-2
d=2: gamma(r) one term = 2.534218e-04 bohr^-2
d=2: gamma(r) two terms = 2.658550e-04 bohr^-2
d=2: measured peak exponent = -1.4998
d=2: last peak / envelope = 0.99998
d=2: envelope = 1e-03 n at 273.1 bohr = 14.45 nm
d=2: share of int gamma^2 beyond R = 0.006351
d=2: d/(pi k_F R) = 0.006366
d=3: density n = 4.221716e-03 bohr^-3
d=3: amplitude A = 5.066059e-02 bohr^(-1.0)
d=3: envelope at r = 3.166287e-05 bohr^-3
d=3: gamma(r) exact = -1.147573e-05 bohr^-3
d=3: gamma(r) one term = -1.292105e-05 bohr^-3
d=3: gamma(r) two terms = -1.147573e-05 bohr^-3
d=3: measured peak exponent = -1.9997
d=3: last peak / envelope = 0.99996
d=3: envelope = 1e-03 n at 109.5 bohr = 5.80 nm
d=3: share of int gamma^2 beyond R = 0.009591
d=3: d/(pi k_F R) = 0.009549
d=2: belt, share of surface area = 0.375
d=2: belt, share of integral, x~63: 6.9e-04
d=2: belt, share of integral, x~188: 2.5e-06
d=3: belt, share of surface area = 0.543
d=3: belt, share of integral, x~63: 3.8e-03
d=3: belt, share of integral, x~188: 2.2e-05
quartic surface, d=2: peak exponent = -1.2498
quartic surface: last peak / predicted = 0.99998
```
